# Kawamura's optimized tetrahedron method for Brillouin-zone integration: derivation, errors and use, part 2

The problem is to integrate over the Brillouin zone a band \(\varepsilon(\mathbf k)\) known on a periodic grid of \(N_k=n^3\) points, with step \(h=2\pi/n\) in the dimensionless wave vector (\(ka\) for a cubic lattice of constant \(a\)). Numbers are in eV and Å. Each cell is cut into six tetrahedra \(T\) (\(N_T=6N_k\)), each a path of one grid step along each axis, from \(\mathbf k_1\) through \(\mathbf k_2,\mathbf k_3\) to \(\mathbf k_4\). Barycentric coordinates \(x_i\) sum to one; \(\langle\cdot\rangle\) averages over a tetrahedron.

The linear method interpolates corner values. The optimized method (the "option") uses \(e=\sum_ix_ie_i\) with \(e_m=\sum_{n=1}^{20}P_{mn}f_n\), the least-squares linear projection of the cubic through twenty stencil points \(\mathbf k_n(T)\), indices modulo 4:

- 1–4: the corners;
- 5–16: \(2\mathbf k_i-\mathbf k_j\), in blocks \(j=i+1,\ i+2,\ i+3\), each with \(i=1,\dots,4\);
- 17–20: \(\mathbf k_i-\mathbf k_j+\mathbf k_k\), \((i,j,k)=(4,1,2),(1,2,3),(2,3,4),(3,4,1)\).

Rows of \(P\) sum to one. Column sums of \(1260P\) in the five successive four-column blocks are \(1470,-42,-84,-42,-42\). Its rows are printed under "Calculated quantities".

\(\Omega(\mu)\) is the zone average of \((\varepsilon-\mu)\theta(\mu-\varepsilon)\), computed with \(e\) for \(\varepsilon\); \(\Omega_T\) is one tetrahedron's average. The band energy at filling \(N\) is \(E=\max_\mu[\Omega+\mu N]\). The occupation weights \(w_i=\langle x_i\theta(\mu-e)\rangle\) have closed forms for sorted \(e_i\).

For a quadratic band with Hessian \(H\), \(\mathbf d_{ij}=\mathbf k_i-\mathbf k_j\) and \(q_{ij}=\mathbf d_{ij}\cdot H\mathbf d_{ij}\),
\[
\varepsilon=\sum_ix_i\varepsilon_i-\tfrac12\sum_{i<j}x_ix_jq_{ij}.\tag{7}
\]
For \(H\) diagonal in the grid axes (dimensionless derivatives), with elements \(H_1,H_2,H_3\) along the first, second and third step,
\[
e_1=\varepsilon_1-h^2(12H_1+6H_2+2H_3)/60.\tag{9}
\]
The linear method's cell-averaged bias is \(h^2\,\mathrm{tr}H/12\).

With \(L\) the optimized piecewise linear band, zone averages of smooth \(g(\varepsilon)\) have error \(O(h^4)\). At a sharp Fermi surface the errors are bounded only by \(O(h^3)\) for \(E\) and \(O(h^2)\) for \(\mu\).

## Procedure and grid weights

1. For each tetrahedron, gather the twenty energies in path order and form \(e=P\varepsilon\).
2. Sort the four \(e_i\), keeping the permutation.
3. Solve \(N_T^{-1}\sum_T\sum_iw_i(\mu)=N\) for \(\mu\), with \(N\) the filling per spin.
4. Undo the permutation and scatter the weights to the grid,
\[
W_{\mathbf k}=\frac1{N_T}\sum_T\sum_i\sum_{n:\ \mathbf k_n(T)=\mathbf k}w_iP_{in}.\tag{10}
\]

Then \(\sum_{\mathbf k}W_{\mathbf k}A_{\mathbf k}=N_T^{-1}\sum_T\sum_iw_i(PA)_i\): the integrand is levelled with the same matrix as the band. The derivative of \((e-\mu)\theta(\mu-e)\) with respect to \(e\) is \(\theta(\mu-e)\) and \(\partial e/\partial e_i=x_i\), so \(w_i=\partial\Omega_T/\partial e_i\); the chain rule through \(e=P\varepsilon\) gives \(W_{\mathbf k}=\partial\Omega/\partial\varepsilon_{\mathbf k}\). The weights are thus the exact derivatives of the computed energy (also of \(E\) at fixed \(N\), because \(\Omega+\mu N\) is stationary in \(\mu\)). Unit row sums give \(\sum_{\mathbf k}W_{\mathbf k}=N\). In a full band \(w_i=1/4\) and each grid point fills each of the twenty positions once per tetrahedron type, so \(W_{\mathbf k}=6\cdot\frac14\cdot4/(6N_k)=1/N_k\): the option leaves the weights of a filled band unchanged.

A full tetrahedron sends a quarter of a column sum of \(P\) to each stencil point, and that sum is negative for the sixteen outer points. A tetrahedron cut by the Fermi surface sends \(\sum_iw_iP_{in}\), which can also be negative at outer points. A point outside the Fermi surface can therefore receive negative weight from full and partly filled tetrahedra nearby, and a point inside, lacking the negative share from empty tetrahedra, can exceed \(1/N_k\).

## Worked example

The model is the simple-cubic band \(\varepsilon=-2t(\cos k_xa+\cos k_ya+\cos k_za)\) with \(t=1\) eV, \(a=3\) Å and 0.25 electrons per cell (both spins), on \(\Gamma\)-centred grids.

On the \(8^3\) grid (step 0.2618 Å\(^{-1}\), \(h=0.7854\)) take the tetrahedron with corner indices \((2,1,0),(3,1,0),(3,2,0),(3,2,1)\). Row 1 applied block by block to the energies in eV gives
\[
\begin{aligned}
&1440(-3.4142)+30(-0.5858)=-4934.0,\\
&-38(-4.8284)+7(-2.5858)+17(0)-28(3.4142)=69.8,\\
&-56(-5.4142)+9(-2)-46(1.4142)+9(2.8284)=245.6,\\
&-38(-4.8284)-28(-1.4142)+17(0.8284)+7(1.4142)=247.1,\\
&-18(0.5858)-18(-2)+12(-1.4142)-18(-2.8284)=59.4 .
\end{aligned}
\]
The sum is about \(-4312\), and division by 1260 gives \(e_1=-3.422\) eV. The four effective energies are \(-3.4224,-2.0673,-0.6334,-0.2102\) eV; the projection of the true band is \(-3.4221,-2.0751,-0.6398,-0.2376\) eV. The largest deviation from that projection, at corner 4, is \(0.027\) eV, against \(0.238\) eV for the plain corner value \(0\). Over the six tetrahedra starting at \((2,1,0)\), \(e_1\) ranges from \(-3.422\) to \(-3.659\) eV, a spread of 0.24 eV at one grid point on this coarse grid.

For this band \(H\) is diagonal with elements \(2t\cos k_xa\) and so on, so \(\mathrm{tr}H=-\varepsilon\) and the averaged linear bias is \(-\varepsilon h^2/12\). At leading order the linear method sees the band scaled by \(1-h^2/12\). The exact second moment is \(4t^2\cdot3\cdot\frac12=6t^2\), since cross terms average to zero, and scales with the square of the factor: the error is \(-6t^2h^2/6=-t^2h^2\). At \(n=48\) this predicts \(-0.01713\) eV\(^2\); the computed error is \(-0.01711\) eV\(^2\). The optimized errors are \(-8.706\times10^{-4}\) eV\(^2\) at \(n=24\) and \(-5.471\times10^{-5}\) eV\(^2\) at \(n=48\), a ratio of 15.9 and an order \(\log_215.9=3.99\); the linear order is 1.99. The average of \(e^{-\beta\varepsilon}\) with \(\beta=0.5\) eV\(^{-1}\) factorizes into three integrals \(\pi^{-1}\int_0^\pi e^{2\beta t\cos\kappa}d\kappa=I_0(2\beta t)\), equals 2.029406, and shows the same two orders.

The reference for the metal splits \(\varepsilon=s+y\) into a square-lattice energy \(s\) and a chain energy \(y=-2t\cos\kappa\). At given \(s\) the chain is filled up to \(\kappa_0=\arccos[-(\mu-s)/2t]\), a fraction \(\kappa_0/\pi\), with energy \((s\kappa_0-2t\sin\kappa_0)/\pi\). Both are integrated over the square-lattice density of states, \(K(m)/(2\pi^2t)\) with \(K\) the complete elliptic integral of the first kind and \(m=1-s^2/16t^2\), whose normalization the program tests. The result is \(\mu=-2.894041\) eV (\(-0.106354\) Ha) and \(E=-1.004927\) eV per cell (\(-0.036930\) Ha). Errors relative to these values, in eV:

| \(n\) | \(\delta\mu\) lin | \(\delta\mu\) opt | \(\delta E\) lin | \(\delta E\) opt |
|---|---|---|---|---|
| 8 | 0.14067 | 0.01701 | 0.05029 | 0.00555 |
| 12 | 0.06670 | 0.00335 | 0.02269 | 0.00114 |
| 16 | 0.03681 | 0.00114 | 0.01284 | 0.00037 |
| 24 | 0.01664 | 0.00014 | 0.00572 | 0.00007 |
| 32 | 0.00928 | 0.00006 | 0.00322 | 0.00002 |

A uniformly scaled band has \(\delta\mu=-\mu h^2/12\) and \(\delta E=-Eh^2/12\). For \(\mu\) this assumes that the residual on the Fermi surface may be replaced by its cell average. At \(n=24\), \(h^2=(2\pi/24)^2=0.06854\), so \(\delta\mu=2.894\times0.06854/12=0.0165\) eV and \(\delta E=1.005\times0.06854/12=0.0057\) eV, in agreement with the table; the program asserts both predictions to 20% at \(n=24\) and 32.

The optimized errors fall faster than the bounds \(O(h^2)\) and \(O(h^3)\) require. The ratios of successive \(\delta\mu\) are \(5.1\), \(2.9\) and about \(8\) for \(n=8\to12\to16\to24\), where a pure \(h^4\) law would give \(5.1\), \(3.2\) and \(5.1\). The decay of \(\delta\mu\) is close to fourth order on average but irregular. The corresponding ratios of \(\delta E\), \(4.9\), \(3.1\) and about \(5\), follow the \(h^4\) law closely. Both are observations in this model and go beyond what the bounds establish.

On the \(12^3\) grid the extreme weights are \(N_kW=-0.0338\) at a point with \(\varepsilon=-1.0\) eV, above \(\mu\), and \(N_kW=1.0567\) at \(\varepsilon=-3.73\) eV, below it. Both match finite differences of \(\Omega\).

## Guidance on settings

**Choice of method.** For a partly filled band that is smooth over the stencil, the option removes the mean curvature bias at no cost in band evaluations; the added work per tetrahedron and band is one \(4\times20\) product for the effective energies and a second, with the transpose of \(P\), when the grid weights (10) are needed. In the model, \(n=16\) gives \(\delta\mu=0.00114\) eV. By its leading-order law the linear method needs \(h^2=12\times0.00114/2.894\), or \(n\approx90\), for the same error. For filled bands both methods give uniform weights.

**Grid size.** Relative to \(\mathbf k_1\), the stencil reaches from \(-1\) to \(+2\) steps along each axis (the points \(2\mathbf k_1-\mathbf k_4\) and \(2\mathbf k_4-\mathbf k_1\)). With \(n<4\) it wraps onto itself, and the orders derived above apply only when the band is close to a cubic over three steps.

**Convergence tests.** For averages \(\langle g(L)\rangle\) of a smooth function integrated over the piecewise linear band, the Taylor expansion of a band with further bounded derivatives makes the error of each tetrahedron \(h^4\) times a smooth function of position plus higher orders. The error of the zone average is then a constant times \(h^4\) at leading order, so halving \(h\) divides the leading error by 16 (15.9 for the second moment in the model), which justifies Richardson extrapolation of that quantity. It does not apply to \(\sum_{\mathbf k}W_{\mathbf k}\,g(\varepsilon_{\mathbf k})\) over a filled band: there \(W_{\mathbf k}=1/N_k\), the sum is the plain periodic grid average, which has no \(h^4\) term for a band with further bounded derivatives (it gives the second moment of the model exactly for \(n\ge3\)), and it should not be extrapolated. For \(\mu\) and \(E\) at a sharp Fermi surface only bounds are established and the decay of \(\delta\mu\) in the model is irregular, so several grids should be compared without extrapolation.

**Corner order and symmetry.** Apply \(P\) before sorting by energy, since only 8 of the 24 orders preserve the stencil. One fixed cell diagonal singles out a direction, so \(W_{\mathbf k}\) need not have the point symmetry of the crystal; averaging it over each star leaves \(\sum W_{\mathbf k}A_{\mathbf k}\) unchanged for symmetric \(A\). By (7) the residual is set by the \(q_{ij}=\mathbf d_{ij}\cdot H\mathbf d_{ij}\). For an isotropic Hessian in Cartesian coordinates these are proportional to the squared edge lengths, which tends to favour the shortest diagonal; for an anisotropic Hessian the shortest diagonal need not give the smallest residual.

**Band crossings.** Bands labelled by energy order have a kink where they cross. Only a first-derivative bound survives there, so the local error bound on \(e_m\) drops to \(O(h)\), as in the linear method, but for every tetrahedron whose stencil, and not only whose interior, meets the crossing. This matters for occupations when the crossing is near \(\mu\).

**Band edges and gaps.** At a band minimum on a grid point with diagonal \(H>0\), (9) puts \(e_1\) below the true edge by \(O(h^2)\); a maximum moves up likewise. Bracket \(\mu\) with the effective energies, and read gaps and band plots from the raw \(\varepsilon_{\mathbf k}\). A gap smaller than these shifts can close spuriously, so a known insulator should be given fixed occupations.

**Use of the weights.** \(N_kW_{\mathbf k}\) is a quadrature weight that can leave \([0,1]\). Clipping it breaks both \(\sum W_{\mathbf k}=N\) and \(W_{\mathbf k}=\partial\Omega/\partial\varepsilon_{\mathbf k}\), and routines that take its logarithm or square root cannot use it directly.

## Calculated quantities

```
1260*P row 1: 1440 0 30 0 -38 7 17 -28 -56 9 -46 9 -38 -28 17 7 -18 -18 12 -18
1260*P row 2: 0 1440 0 30 -28 -38 7 17 9 -56 9 -46 7 -38 -28 17 -18 -18 -18 12
1260*P row 3: 30 0 1440 0 17 -28 -38 7 -46 9 -56 9 17 7 -38 -28 12 -18 -18 -18
1260*P row 4: 0 30 0 1440 7 17 -28 -38 9 -46 9 -56 -28 17 7 -38 -18 12 -18 -18
corner permutations preserving the stencil: 8
local order of P f minus exact projection: 4.03
t = 1.0 eV, a = 3.0 angstrom, electrons/cell = 0.25, beta = 0.5 1/eV
worked tetrahedron: n = 8, step = 0.2618 1/angstrom, h = 0.7854
corner grid indices: (2, 1, 0) (3, 1, 0) (3, 2, 0) (3, 2, 1)
eps at points 1-4 (eV): -3.4142 -2.0000 -0.5858 0.0000
eps at points 5-8 (eV): -4.8284 -2.5858 0.0000 3.4142
eps at points 9-12 (eV): -5.4142 -2.0000 1.4142 2.8284
eps at points 13-16 (eV): -4.8284 -1.4142 0.8284 1.4142
eps at points 17-20 (eV): 0.5858 -2.0000 -1.4142 -2.8284
effective corners P f (eV): -3.4224 -2.0673 -0.6334 -0.2102
exact-band projection (eV): -3.4221 -2.0751 -0.6398 -0.2376
corner 1 in the six tetrahedra (eV): -3.4224 -3.4591 -3.5052 -3.5972 -3.6040 -3.6592
exact <eps^2> = 6.0000 eV^2, exact <exp(-beta eps)> = 2.029406
n=24 lin: err <eps^2> = -6.8148e-02 eV^2, err <exp> = -1.5382e-02
n=24 opt: err <eps^2> = -8.7056e-04 eV^2, err <exp> = -1.9525e-04
n=48 lin: err <eps^2> = -1.7110e-02 eV^2, err <exp> = -3.8718e-03
n=48 opt: err <eps^2> = -5.4707e-05 eV^2, err <exp> = -1.2271e-05
observed order lin: 1.99 (eps^2), 1.99 (exp)
observed order opt: 3.99 (eps^2), 3.99 (exp)
predicted lin err <eps^2>, n=48: -1.7135e-02 eV^2
exact mu = -2.894041 eV = -0.106354 Ha
exact band energy = -1.004927 eV/cell = -0.036930 Ha/cell
n=8 lin: mu = -2.75337 eV (err +0.14067), E = -0.95464 eV (err +0.05029)
n=8 opt: mu = -2.87703 eV (err +0.01701), E = -0.99938 eV (err +0.00555)
n=12 lin: mu = -2.82734 eV (err +0.06670), E = -0.98224 eV (err +0.02269)
n=12 opt: mu = -2.89069 eV (err +0.00335), E = -1.00379 eV (err +0.00114)
n=16 lin: mu = -2.85723 eV (err +0.03681), E = -0.99208 eV (err +0.01284)
n=16 opt: mu = -2.89290 eV (err +0.00114), E = -1.00456 eV (err +0.00037)
n=24 lin: mu = -2.87740 eV (err +0.01664), E = -0.99920 eV (err +0.00572)
n=24 opt: mu = -2.89391 eV (err +0.00014), E = -1.00485 eV (err +0.00007)
n=32 lin: mu = -2.88476 eV (err +0.00928), E = -1.00170 eV (err +0.00322)
n=32 opt: mu = -2.89398 eV (err +0.00006), E = -1.00490 eV (err +0.00002)
n=24 predicted lin err: mu +0.01653 eV, E +0.00574 eV
n=32 predicted lin err: mu +0.00930 eV, E +0.00323 eV
n=12: Nk*W = -0.03381, Nk*dOmega/deps = -0.03381, eps = -1.0000 eV
n=12: Nk*W = 1.05670, Nk*dOmega/deps = 1.05670, eps = -3.7321 eV
```
